Volume of the displacement-shift-complete cell of a coincidence boundary

**1. The decision that depends on the cell**

A calculation of dislocations in a grain boundary needs a list of admissible Burgers vectors, and a scan of boundary structures needs a range of relative displacements of the two grains. If only crystal translations are admitted, the smaller displacements that also restore the pattern of the two interpenetrating crystals are lost. The complete set of such displacements is the displacement-shift-complete (DSC) lattice. For two rotated copies of one lattice with finite coincidence index Σ, its primitive volume is

V_D = V/Σ,

where V is the primitive volume of the crystal. This fixes the size of the displacement cell and gives an implementation a definite number to meet: a proposed DSC basis with a larger volume has missed displacements.

V is a primitive volume. For a face-centred cubic (fcc) lattice with cubic parameter a, V = a³/4, so V_D = a³/(4Σ). Dividing the conventional cube a³ by Σ would give a cell four times too large.

**2. Definitions and the meaning of the displacement lattice**

Let L1 be the full translation lattice of crystal 1, in three dimensions. Let L2 = R L1, where R is a rotation about a common lattice point. Define

C = L1 ∩ L2,
D = L1 + L2 = {x + y : x in L1, y in L2}.

C contains the coincident points. A coset of C in L1 is a set x + C with x in L1, and the number of different cosets is the index

Σ = [L1 : C].

Thus one point of L1 in Σ is coincident. We assume that Σ is finite; section 5 shows what happens otherwise.

To see why D is the required displacement set, colour the two crystals differently and displace crystal 2 by t. The new pattern is a translated copy of the old one, with colours kept, when there is a translation s such that

L1 + s = L1,
L2 + t = L2 + s.

The first condition says that s is in L1. The second says that t − s is in L2. Therefore t = s + (t − s) is in D. Conversely, if t = x + y with x in L1 and y in L2, the choice s = x satisfies both conditions. The pattern-preserving displacements are therefore the elements of D.

An atomic motif does not change this argument. A crystal is mapped onto itself by a translation when that translation belongs to its full translation lattice, whatever atoms are attached to each lattice point.

The vector s is the pattern shift. It is not unique: if s and s′ serve the same t, then s − s′ is in L1, and it is also in L2 because it equals (t − s′) − (t − s). Hence s is determined up to a vector of C.

This has a consequence for displacement scans. Suppose that the boundary is made by cutting the pattern at a plane P. After a displacement t, the pattern is the old one moved by s. Cutting it at P gives the same structure as cutting the old pattern at P − s. A DSC displacement thus restores the boundary structure, but possibly at another height. A scan with the cutting plane held fixed may be reduced to one DSC cell only if the cuts at P and P − s are equivalent, or if the boundary is allowed to move to its equivalent plane.

**3. Index and volume**

The proof needs one fact about lattices. Let M be a sublattice of a lattice L, with three independent vectors. Then

V_M = [L : M] V_L.

To prove it, take half-open primitive cells P_L and P_M, which include one of each pair of opposite faces. Every point of space then has a unique form l + p, with l in L and p in P_L. Every coset of M in L has one representative in P_M. Since P_M is bounded, it contains finitely many points of L, so the index is a finite number k.

Choose representatives x₁, …, x_k, one from each coset, and form

U = union of the k cells x_i + P_L.

Any point r is uniquely l + p, and l is uniquely m + x_i with m in M. Hence

r = m + (x_i + p),

with m in M and x_i + p in U, in one way only. The translates of U by M therefore fill space without overlap. Now cut U along the translates of P_M and move each piece back into P_M by a vector of M. The pieces fill P_M once, so U and P_M have equal volume. The volume of U is k V_L, which proves the statement.

**4. Proof of the volume formula**

First, D must be shown to be a lattice, since a sum of two lattices need not be one. The cosets of C in L1 form a finite group of order Σ. In such a group, adding any element to itself Σ times gives zero. Hence Σx is in C for every x in L1. So C contains Σ L1, which has three independent vectors, and section 3 gives

V_C = Σ V.

A rotation preserves volume, so L2 also has primitive volume V. Applying section 3 to C inside L2,

[L2 : C] = V_C/V = Σ.

The same group argument for L2 gives Σ L2 ⊂ C ⊂ L1. Dividing by Σ shows that L2 lies in (1/Σ)L1. L1 lies there too, and therefore

L1 ⊂ D ⊂ (1/Σ)L1.

The right-hand set has a smallest spacing, so D is discrete. The left-hand set supplies three independent vectors. D is therefore a three-dimensional lattice with a well-defined cell.

Next, count the cosets of L2 in D. Assign to each x in L1 the coset

φ(x) = x + L2.

This assignment respects addition. It reaches every coset, because a general element of D is x + y with y in L2, and

(x + y) + L2 = x + L2.

Two elements x and x′ of L1 give the same coset when x − x′ is in L2. Their difference is already in L1, so this happens when x − x′ is in C. The cosets of L2 in D are thus in one-to-one correspondence with the cosets of C in L1:

[D : L2] = [L1 : C] = Σ.

Finally, apply section 3 to L2 inside D:

V = [D : L2] V_D = Σ V_D,

so that

V_D = V/Σ.

The coincidence cell is Σ times larger than the crystal cell and the DSC cell is Σ times smaller. Their product is V_C V_D = V².

**5. Where the formula changes or fails**

*Unequal lattices.* The rotation was used only to make the two volumes equal. For lattices of volumes V1 and V2 whose intersection has three independent vectors, write n1 = [L1 : C] and n2 = [L2 : C]. Section 3 gives

V_C = n1 V1 = n2 V2.

The coset count still gives [D : L2] = n1, so V2 = n1 V_D. Therefore

V_D = V2/n1 = V1/n2,
V_C V_D = V1 V2.

At an interface between different phases, the volume of one crystal must be divided by the index of the other. As an example, let the primitive vectors of L2, in coordinates of L1, be the columns of

T = (1/6) [[9, 2, 0], [0, 4, 6], [3, 0, 6]],

where the inner brackets are rows. Its determinant is (216 + 36)/216 = 7/6, so V2/V1 = 7/6. Counting coincident points gives n1 = 7. Hence V_D = (7/6)V1/7 = V1/6, and not V1/7.

*Common strain.* Let both crystals undergo the same invertible linear deformation F. Then

F L1 ∩ F L2 = F C,
F L1 + F L2 = F D.

All volumes are multiplied by |det F|, while the indices stay the same. The ratio V_D/V remains 1/Σ, although the deformed crystals need no longer be related by a rotation.

*No finite index.* If D were a lattice, L1 and L2 would both have finite index in it. Their intersection would then have index at most [D : L1][D : L2], which is finite, and so would Σ. An infinite Σ therefore means that D is not discrete: it contains non-zero vectors as short as one likes, and there is no DSC cell.

A square lattice of unit spacing rotated by 45 degrees shows this. The rotation takes (1, 1) to (0, √2). Along the second axis, D therefore contains all numbers n + m√2 with integer n and m. Every power (√2 − 1)^k has this form, because products of such numbers have it again. The third, sixth and seventh powers are

5√2 − 7 = 0.0711,
99 − 70√2 = 0.00505,
169√2 − 239 = 0.00209,

and the sequence tends to zero. A program that truncates the sums would report a shortest vector here, but its length would depend on the truncation.

**6. Computing the index and a basis**

Let the columns of B1 and B2 be primitive vectors of the two lattices, and form

T = B1⁻¹ B2.

For rotated copies, B2 = R B1. The columns of T are the vectors of L2 in coordinates of L1. When Σ is finite, T is rational, because L2 lies in (1/Σ)L1. Let q be the least common denominator of its entries.

A point of L1 with integer coordinates n is coincident when T⁻¹n is an integer vector. The fraction of integer vectors that satisfy this is 1/Σ.

A point of L2 has coordinates Tm, with m an integer vector. Modulo L1, only the remainder of qTm after division by q matters, component by component. The number of different remainders is the number of DSC points in one crystal cell, [D : L1]. Adding q to a component of m changes qTm by a multiple of q, so m need run only from 0 to q − 1 in each component.

To obtain a basis, place the columns of qI and qT side by side, where I is the unit matrix. Reduce this integer matrix by adding integer multiples of columns to one another, exchanging columns and changing their signs. These steps are reversible over the integers, so they preserve the generated lattice. The three non-zero columns that remain form a matrix H, and

B_D = B1 H/q,
V_D/V1 = |det H|/q³.

For a square lattice with cos θ = 4/5 and sin θ = 3/5,

T = (1/5) [[4, −3], [3, 4]],  q = 5.

The generating columns are (5, 0), (0, 5), (4, 3) and (−3, 4). They reduce to (1, 2) and (0, 5). In one direction,

(1, 2) = (5, 0) − (4, 3) + (0, 5).

In the other,

(5, 0) = 5(1, 2) − 2(0, 5),
(4, 3) = 4(1, 2) − (0, 5),
(−3, 4) = −3(1, 2) + 2(0, 5).

The determinant is 5. In two dimensions it is divided by q² = 25, so the DSC area is 1/5 of the crystal cell, in agreement with Σ = 5.

A hexagonal lattice shows that cubic symmetry is not needed. With unit axes at 120 degrees, squared length is x² − xy + y². Take

T = (1/7) [[8, −5], [5, 3]]

in the basal plane and leave the third axis unchanged. The squared lengths of the columns are (64 − 40 + 25)/49 = 1 and (25 + 15 + 9)/49 = 1. Their scalar product is [−40 + 15 − (24 − 25)/2]/49 = −1/2, as for the original axes. The determinant is +1, so T is a rotation. Its trace in the plane, 11/7, equals 2 cos θ and gives θ = 38.21 degrees. Modulo 7 the columns of 7T are (1, 5) and (2, 3), and the second is twice the first. There are seven different remainders, hence Σ = 7 and V_D = V/7.

T must be supplied as a rational matrix. A floating-point number is itself a fraction with a power of two as denominator. Treating rounded entries as exact would replace the intended Σ by a property of the rounding.

**7. A Σ 5 boundary in a titanium nitride barrier**

Consider a columnar titanium nitride film whose grains share the [001] axis, and two neighbouring columns rotated by 36.87 degrees about it. Titanium nitride has the rock-salt structure, so its translation lattice is fcc, with one titanium and one nitrogen atom per primitive cell. Take a = 0.424 nm and a column width w = 15 nm, both rough typical values. Then

V = a³/4 = 0.01906 nm³,
V_C = 5V = 0.0953 nm³,
V_D = V/5 = 0.00381 nm³.

A search for the shortest independent vectors of D gives the basis

d1 = (a/10)[3, 1, 0], length 0.134 nm,
d2 = (a/10)[1, −3, 0], length 0.134 nm,
d3 = (a/10)[2, −1, 5], length 0.232 nm.

The determinant of the three integer rows has magnitude 5(9 + 1) = 50. The cell volume is thus 50a³/1000 = a³/20, which is V/5. The shortest crystal translation is a/√2 = 0.300 nm. Its squared length is a²/2, against a²/10 for d1, a ratio of 5. A ratio equal to Σ is common among fcc coincidence rotations of small Σ, but it is not a rule: for one of the Σ 21 rotations the ratio is 21/2. The theorem fixes volumes, not lengths.

The pattern shift for d1 can be written out. Choose s = (a/2)[0, 1, −1], a vector of L1. The remainder is

d1 − s = a[0.3, −0.4, 0.5].

Rotating it back by 36.87 degrees gives

a[0.8 × 0.3 − 0.6 × 0.4, −0.6 × 0.3 − 0.8 × 0.4, 0.5] = (a/2)[0, −1, 1],

which is an fcc translation. The remainder is therefore in L2, as required. Here a displacement of 0.134 nm moves the pattern by 0.300 nm, or by any vector that differs from s by an element of C.

Now let the boundary plane have normal [1, −3, 0]. It contains [001] and d1. A basis of C, in units of a/2, is [0, 0, 2], [2, −1, 1] and [1, 2, 1]. The scalar products of these rows with [1, −3, 0] are 0, 5 and −5, while that of s is −3. The possible normal shifts are therefore −3 + 5k, with k an integer, in units of a/(2√10). The smallest magnitude is 2 units, or a/√10 = 0.134 nm. Although d1 lies in the boundary plane, it moves the equivalent plane along the normal. A dislocation with Burgers vector d1 must therefore carry a step if the boundary structures on its two sides are to be the same up to a translation. Structures related only by a reflection are not covered by this statement.

**8. The real film**

An [001] texture fixes the common axis but does not by itself select 36.87 degrees, so the Σ 5 boundary is a chosen case. Nor need the coincidence be exact. For a small deviation, the DSC lattice of a nearby coincidence rotation with small Σ can serve as a reference, with dislocations making up the difference. This picture requires the dislocations to be far enough apart for the reference structure to survive between them.

For an angular error δ about [001], two boundary vectors of length x, perpendicular to [001], that would coincide at the exact angle are separated by 2x sin(δ/2). Vectors along [001] are not separated by this error. This reaches the length b of a DSC vector at the spacing

d = b/[2 sin(δ/2)].

For small δ the separation is nearly normal to the boundary, so d2 is the appropriate Burgers vector. With b = 0.134 nm and δ = 1 degree, d = 7.7 nm, or about two spacings per column width. The spacing equals the column width at δ = 0.51 degree.

A difference of 3 degrees between the column axes produces a mismatch of up to 2w sin(1.5°) = 0.79 nm over 15 nm, about 5.9 times b. This is a size estimate and not a count of dislocations, since the direction of the mismatch depends on the tilt direction. For these numbers it is the largest of the departures considered.

A strain difference of 0.1 percent between the grains, taken along d1 in the boundary plane, gives 0.001 × 15 nm = 0.015 nm, or 0.11 b. The corresponding spacing of dislocations with Burgers vector d1 is b/0.001 = 134 nm, much wider than the column. A mismatch this small could be taken up elastically; whether it is depends on energies outside this geometric model.

Heating by 400 K, with a rough linear expansion of 9 × 10⁻⁶ per K and free, equal expansion of both grains, multiplies every volume by (1.0036)³. Each grows by 1.1 percent, and V_D/V stays at 1/5.

The DSC lattice contains the displacements that restore the pattern, and the theorem fixes the volume of its cell. Neither gives the energy of a boundary, the relaxed atomic positions or the rate at which atoms diffuse along it. Those require a calculation for the chosen boundary plane and its atomic structure.
